**Layered oxygen displacements from a polar and an antipolar pattern in hafnia**

In cubic fluorite HfO2 with lattice constant $a$, a uniform oxygen displacement $A$ along $z$ and a layer-uniform antipolar displacement of equal size, with wavevector $(0,2\pi/a,0)$, add up to $2A$ and $0$ on alternate oxygen planes. The program builds both patterns for 64 oxygens from the two-oxygen primitive cell and asserts this result. It also asserts the Fourier content of the layer pattern, the four sign states, the behaviour under inversion about each hafnium site, and the polarization $8ZeA/a^3$, where $-Ze$ is the oxygen Born charge. A second antipolar pattern at the same wavevector is shown to move half the oxygens within every plane normal to $y$, so that no layers form along that direction. For $a=0.51$ nm, $A=0.025$ nm and $Z=2.5$, the output gives plane displacements of 0.050 nm and zero, and a polarization of 60.4 µC/cm². The remaining lines size neglected effects: unequal amplitudes, the choice of reference frame, thermal motion, the applied field, frozen displacements along $x$, and a change of the Born charge.

## Verification by program

```python
"""
Result under test: in cubic fluorite HfO2, a uniform oxygen displacement A
along z plus a layer-uniform antipolar displacement of the same size A with
wavevector q = (0, 2 pi/a, 0) gives oxygen planes normal to y that carry
2A and 0 in turn, measured relative to the fixed Hf sublattice.

Symbols: a lattice constant; A displacement per oxygen in each pattern;
Z size of the oxygen Born charge in units of e (the charge is negative).
The supercell has edge 2a. Its 64 oxygens form a 4x4x4 grid of spacing a/2,
with grid index n at coordinate a/4 + n a/2. Hf sits at the fcc points.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

a_nm = 0.51            # rough, hafnia
A_nm = 0.025           # rough, half the displacement of an active oxygen
Z = 2.5                # rough
phonon_meV = 40.0      # rough oxygen vibration energy
field_MV_cm = 2.0      # rough operating field
chain_x_nm = 0.03      # rough frozen x displacement of oxygen chains
mass_O, mass_Hf = 15.999, 178.49   # atomic mass units

# fcc translations in units of a/2; these are also the Hf sites
fcc = [c for c in itertools.product(range(4), repeat=3) if sum(c) % 2 == 0]


def bloch_pattern(axis, amp_first, amp_second):
    """Unit pattern from the two oxygens of the primitive cell.

    axis None means q = 0, otherwise q has length 2 pi/a along that axis.
    """
    grid = np.full((4, 4, 4), np.nan)
    for cell in fcc:
        phase = 1.0 if axis is None else np.cos(np.pi * cell[axis])
        for offset, amp in ((1, amp_first), (-1, amp_second)):
            quarter = (2 * np.array(cell) + offset) % 8
            grid[tuple((quarter - 1) // 2)] = amp * phase
    assert not np.isnan(grid).any()
    return grid


def invert_about(grid, centre):
    """Invert a displacement field about a Hf site given in units of a/2."""
    idx = [(2 * c - 1 - np.arange(4)) % 4 for c in centre]
    return -grid[np.ix_(*idx)]


def layer_values(grid):
    """Displacements of even and odd planes; each plane must be uniform."""
    assert np.allclose(grid, grid[:1, :, :1])
    line = grid[0, :, 0]
    assert np.allclose(line[:2], line[2:])
    return line[0], line[1]


polar = bloch_pattern(None, 1, 1)
antipolar = bloch_pattern(1, 1, -1)
checker = bloch_pattern(1, 1, 1)

# Main result, from the Bloch construction
total = A_nm * (polar + antipolar)
even, odd = layer_values(total)
assert np.isclose(even, 2 * A_nm) and np.isclose(odd, 0, atol=1e-15)

# The wave on the actual oxygen planes with Hf at the origin
y_planes = a_nm * (0.25 + 0.5 * np.arange(4))
sine = np.sin(2 * np.pi * y_planes / a_nm)
cosine = np.cos(2 * np.pi * y_planes / a_nm)
assert np.allclose(sine, antipolar[0, :, 0])
assert np.allclose(cosine, 0, atol=1e-12)

# Fourier content of a hand-made layer pattern (2A, 0, 2A, 0)
layers = np.zeros((4, 4, 4))
layers[:, ::2, :] = 2 * A_nm
spectrum = np.fft.fftn(layers) / layers.size
polar_part, antipolar_part = spectrum[0, 0, 0].real, spectrum[0, 2, 0].real
assert np.isclose(polar_part, A_nm) and np.isclose(antipolar_part, A_nm)
assert np.count_nonzero(np.abs(spectrum) > 1e-12) == 2
mean_square = np.mean(total**2)
assert np.isclose(mean_square,
                  np.mean((A_nm * polar)**2) + np.mean((A_nm * antipolar)**2))

# The other z-polarized pattern at the same q does not give layers
mixed = A_nm * (polar + checker)
moved_per_plane = np.count_nonzero(np.abs(mixed) > 1e-12, axis=(0, 2))
assert np.all(moved_per_plane == 8)
assert np.allclose(np.unique(np.round(mixed, 12)), [0, 2 * A_nm])

# Inversion about every Hf site
for site in fcc:
    assert np.allclose(invert_about(polar, site), -polar)
    assert np.allclose(invert_about(antipolar, site), antipolar)
    assert np.allclose(invert_about(total, site), A_nm * (antipolar - polar))

# Four sign states
expected = {(1, 1): (2, 0), (1, -1): (0, 2), (-1, -1): (-2, 0), (-1, 1): (0, -2)}
states = {}
for signs, answer in expected.items():
    states[signs] = layer_values(A_nm * (signs[0] * polar + signs[1] * antipolar))
    assert np.allclose(states[signs], A_nm * np.array(answer), atol=1e-15)


def polarization(grid_nm, volume_nm3):
    """Size of dipole sum over volume, in uC/cm2."""
    dipole = -Z * const.e * grid_nm.sum() * 1e-9
    return abs(dipole) / (volume_nm3 * 1e-27) * 100


volume = (2 * a_nm)**3
P_total = polarization(total, volume)
P_formula = 8 * Z * const.e * A_nm * 1e-9 / (a_nm * 1e-9)**3 * 100
assert np.isclose(P_total, P_formula)
assert polarization(A_nm * antipolar, volume) < 1e-10
slab_volume = (2 * a_nm)**2 * a_nm / 2
P_active = polarization(total[:, 0, :], slab_volume)
P_quiet = polarization(total[:, 1, :], slab_volume)
assert np.isclose(P_active, 2 * P_total) and P_quiet < 1e-10

# Neglected: unequal amplitudes
even_mis, odd_mis = layer_values(A_nm * (polar + 0.9 * antipolar))
assert np.isclose(even_mis, 1.9 * A_nm) and np.isclose(odd_mis, 0.1 * A_nm)

# Neglected: choice of frame (rigid shift that fixes the centre of mass)
shift = -2 * mass_O * A_nm / (mass_Hf + 2 * mass_O)
moment = mass_O * (total + shift).sum() + mass_Hf * len(fcc) * shift
assert abs(moment) < 1e-10

# Neglected: thermal vibration, closed form against a sum over levels
quantum = phonon_meV * 1e-3 * const.e
mass = mass_O * const.atomic_mass
omega = quantum / const.hbar


def thermal_rms_nm(temperature):
    closed = const.hbar / (2 * mass * omega) / np.tanh(
        quantum / (2 * const.k * temperature))
    n = np.arange(400)
    weight = np.exp(-n * quantum / (const.k * temperature))
    summed = np.sum(weight * (n + 0.5)) / weight.sum() * const.hbar / (mass * omega)
    assert np.isclose(closed, summed, rtol=1e-9)
    return np.sqrt(closed) * 1e9


rms_300, rms_358 = thermal_rms_nm(300.0), thermal_rms_nm(358.0)

# Neglected: shift by the applied field, formula against energy minimum
stiffness = mass * omega**2 / const.e * 1e-18       # eV/nm2
field_V_nm = field_MV_cm * 0.1
field_shift = Z * field_V_nm / stiffness
minimum = minimize_scalar(
    lambda u: 0.5 * stiffness * u**2 - Z * field_V_nm * u,
    bounds=(-0.01, 0.01), method="bounded", options={"xatol": 1e-11})
assert np.isclose(minimum.x, field_shift, rtol=1e-4)

# Neglected: antiparallel chains along x, an X-point pattern with q along x
chains = bloch_pattern(0, 1, 1)
j, k = np.meshgrid(np.arange(4), np.arange(4), indexing="ij")
assert np.allclose(chains, ((-1.0)**(j + k))[None, :, :])
length = np.sqrt(total**2 + (chain_x_nm * chains)**2)
length_active, length_quiet = layer_values(length)

print(f"lattice constant a (rough input): {a_nm:.3f} nm")
print(f"amplitude A of each pattern (rough input): {A_nm:.4f} nm")
print(f"oxygen Born charge size Z (rough input): {Z:.2f} e")
print(f"spacing of oxygen planes a/2: {a_nm / 2:.4f} nm")
print(f"oxygens in the supercell: {total.size}")
for n in range(4):
    print(f"plane {n}: y = {y_planes[n]:.4f} nm, sin(qy) = {sine[n]:+.0f}, "
          f"|cos(qy)| = {abs(cosine[n]):.3f}, u = {total[0, n, 0]:.4f} nm")
print(f"polar part recovered from layers: {polar_part:.4f} nm")
print(f"antipolar part recovered from layers: {antipolar_part:.4f} nm")
print(f"mean square displacement: {mean_square:.6f} nm2")
print(f"A squared: {A_nm**2:.6f} nm2")
for signs, (u_even, u_odd) in states.items():
    print(f"signs (polar, antipolar) = ({signs[0]:+d}, {signs[1]:+d}): "
          f"even {u_even:.4f} nm, odd {u_odd:.4f} nm")
print(f"checkerboard case: moved oxygens per plane {moved_per_plane[0]} "
      f"of {mixed[:, 0, :].size}")
print(f"polarization, whole crystal: {P_total:.1f} uC/cm2")
print(f"polarization, active slab: {P_active:.1f} uC/cm2")
print(f"polarization, quiet slab: {P_quiet:.1f} uC/cm2")
print(f"antipolar 10% smaller: even {even_mis:.4f} nm, odd {odd_mis:.4f} nm")
print(f"rigid shift to centre-of-mass frame: {shift:.4f} nm")
print(f"oscillator energy (rough input): {phonon_meV:.0f} meV")
print(f"thermal rms displacement along z, 300 K: {rms_300:.4f} nm")
print(f"thermal rms displacement along z, 358 K: {rms_358:.4f} nm")
print(f"thermal rms at 300 K over 2A: {rms_300 / even:.3f}")
print(f"applied field (rough input): {field_MV_cm:.1f} MV/cm")
print(f"oscillator stiffness: {stiffness:.0f} eV/nm2")
print(f"oxygen shift in that field: {field_shift:.5f} nm")
print(f"frozen chain displacement along x (rough input): {chain_x_nm:.3f} nm")
print(f"total length with chains, active oxygen: {length_active:.4f} nm")
print(f"total length with chains, quiet oxygen: {length_quiet:.4f} nm")
print(f"polarization change for 10% in Z: {0.1 * P_total:.1f} uC/cm2")
print("all tests passed")
```

Printed output:

```
lattice constant a (rough input): 0.510 nm
amplitude A of each pattern (rough input): 0.0250 nm
oxygen Born charge size Z (rough input): 2.50 e
spacing of oxygen planes a/2: 0.2550 nm
oxygens in the supercell: 64
plane 0: y = 0.1275 nm, sin(qy) = +1, |cos(qy)| = 0.000, u = 0.0500 nm
plane 1: y = 0.3825 nm, sin(qy) = -1, |cos(qy)| = 0.000, u = 0.0000 nm
plane 2: y = 0.6375 nm, sin(qy) = +1, |cos(qy)| = 0.000, u = 0.0500 nm
plane 3: y = 0.8925 nm, sin(qy) = -1, |cos(qy)| = 0.000, u = 0.0000 nm
polar part recovered from layers: 0.0250 nm
antipolar part recovered from layers: 0.0250 nm
mean square displacement: 0.001250 nm2
A squared: 0.000625 nm2
signs (polar, antipolar) = (+1, +1): even 0.0500 nm, odd 0.0000 nm
signs (polar, antipolar) = (+1, -1): even 0.0000 nm, odd 0.0500 nm
signs (polar, antipolar) = (-1, -1): even -0.0500 nm, odd 0.0000 nm
signs (polar, antipolar) = (-1, +1): even 0.0000 nm, odd -0.0500 nm
checkerboard case: moved oxygens per plane 8 of 16
polarization, whole crystal: 60.4 uC/cm2
polarization, active slab: 120.8 uC/cm2
polarization, quiet slab: 0.0 uC/cm2
antipolar 10% smaller: even 0.0475 nm, odd 0.0025 nm
rigid shift to centre-of-mass frame: -0.0038 nm
oscillator energy (rough input): 40 meV
thermal rms displacement along z, 300 K: 0.0071 nm
thermal rms displacement along z, 358 K: 0.0076 nm
thermal rms at 300 K over 2A: 0.142
applied field (rough input): 2.0 MV/cm
oscillator stiffness: 612 eV/nm2
oxygen shift in that field: 0.00082 nm
frozen chain displacement along x (rough input): 0.030 nm
total length with chains, active oxygen: 0.0583 nm
total length with chains, quiet oxygen: 0.0300 nm
polarization change for 10% in Z: 6.0 uC/cm2
all tests passed
```
